# Concavity of the Hartree-Fock Energy between Integer Electron Numbers: a numerical check

```python
"""Hartree-Fock energy with one fractionally occupied spin-orbital k.

Result under test: with frozen orbitals E is affine in the occupation f of k;
with relaxed orbitals E(f) is concave, with slope eps_k and curvature
    E'' = - b^T A^(-1) b,
b = coupling of f to orbital rotations, A = orbital Hessian.
Example: water, N = 9 + f electrons, fraction in the highest beta orbital.
Symbols: D[spin] density matrices, C[spin] orbitals, occ[spin] occupations,
J_kk self-repulsion of orbital k. Energies in hartree unless labelled eV.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import simpson
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]


def make_model(mol):
    n = mol.nao_nr()
    eri = mol.intor("int2e").reshape(n, n, n, n)
    return SimpleNamespace(
        n=n, h=mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
        S=mol.intor("int1e_ovlp"), eri=eri, enuc=mol.energy_nuc(),
        mat_j=eri.reshape(n * n, n * n),
        mat_k=eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))


def coulomb_exchange(m, D):
    J = (m.mat_j @ D.sum(axis=0).ravel()).reshape(m.n, m.n)
    K = np.array([(m.mat_k @ d.ravel()).reshape(m.n, m.n) for d in D])
    return J, K


def energy_parts(m, D):
    J, K = coulomb_exchange(m, D)
    total = D.sum(axis=0)
    return np.array([np.sum(m.h * total) + m.enuc,
                     0.5 * np.sum(J * total), -0.5 * np.sum(K * D)])


def energy(m, D):
    return energy_parts(m, D).sum()


def density(C, occ):
    return np.array([(c * o) @ c.T for c, o in zip(C, occ)])


def occupations(m, alpha, beta):
    occ = np.zeros((2, m.n))
    occ[0, :len(alpha)] = alpha
    occ[1, :len(beta)] = beta
    return occ


def relax(m, occ, C_start):
    """Self-consistent orbitals at fixed occupations, with DIIS."""
    D = density(C_start, occ)
    focks, errors = [], []
    for _ in range(300):
        J, K = coulomb_exchange(m, D)
        F = m.h + J - K
        err = np.array([f @ d @ m.S - m.S @ d @ f for f, d in zip(F, D)])
        if np.abs(err).max() < 1e-9:
            break
        focks = (focks + [F])[-8:]
        errors = (errors + [err.ravel()])[-8:]
        k = len(focks)
        B = np.array([[a @ b for b in errors] for a in errors])
        M = -np.ones((k + 1, k + 1))
        M[:k, :k] = B / B.max()
        M[k, k] = 0.0
        rhs = np.zeros(k + 1)
        rhs[k] = -1.0
        w = np.linalg.lstsq(M, rhs, rcond=None)[0][:k]
        F_mix = sum(x * f for x, f in zip(w, focks))
        D = density([eigh(f, m.S)[1] for f in F_mix], occ)
    else:
        raise RuntimeError("self-consistency not reached")
    sol = [eigh(f, m.S) for f in F]
    return SimpleNamespace(E=energy(m, D), D=D, occ=occ,
                           eps=np.array([s[0] for s in sol]),
                           C=np.array([s[1] for s in sol]))


def mo_integrals(m, Ca, Cb):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", m.eri, Ca, Ca, Cb, Cb,
                     optimize=True)


def response_curvature(m, st, k):
    """-b^T A^-1 b for beta orbital k; also lowest Hessian eigenvalue and
    largest direct drive on rotations that involve k itself."""
    Dk = np.zeros_like(st.D)
    Dk[1] = np.outer(st.C[1][:, k], st.C[1][:, k])
    J, K = coulomb_exchange(m, Dk)
    dF = [c.T @ (J - x) @ c for c, x in zip(st.C, K)]
    pairs = [np.where(o[None, :] - o[:, None] > 1e-8) for o in st.occ]
    b = np.concatenate([2 * dF[s][pairs[s]] for s in (0, 1)])
    rows = []
    for s in (0, 1):
        p, q = (x[:, None] for x in pairs[s])
        row = []
        for t in (0, 1):
            r, u = (x[None, :] for x in pairs[t])
            g = mo_integrals(m, st.C[s], st.C[t])
            block = 4 * g[p, q, r, u]
            if s == t:
                block = block - 2 * (g[p, r, q, u] + g[p, u, q, r])
                P, Q = pairs[s]
                gap = st.eps[s][P] - st.eps[s][Q]
                block += np.diag(2 * gap / (st.occ[s][Q] - st.occ[s][P]))
            row.append(block)
        rows.append(row)
    A = np.block(rows)
    return (-b @ np.linalg.solve(A, b), np.linalg.eigvalsh(A)[0],
            np.abs(dF[1][:, k]).max())


# ---------------------------------------------------------------- water
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
atoms = [["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]]
mol = gto.M(atom=atoms, basis="cc-pvdz", verbose=0)
cation = gto.M(atom=atoms, basis="cc-pvdz", charge=1, spin=1, verbose=0)
m = make_model(mol)
k = 4                                   # highest beta orbital of water


def occ_single(f):
    return occupations(m, [1] * 5, [1] * 4 + [f])


ref = scf.RHF(mol)
ref.conv_tol = 1e-12
ref.kernel()
C0 = np.array([ref.mo_coeff, ref.mo_coeff])
ref_cat = scf.UHF(cation)
ref_cat.conv_tol = 1e-12
ref_cat.kernel(dm0=density(C0, occ_single(0.0)))
assert ref.converged and ref_cat.converged

grid = np.linspace(0, 1, 11)
states = [relax(m, occ_single(f), C0) for f in grid]
E = np.array([s.E for s in states])
slope = np.array([s.eps[1][k] for s in states])
assert abs(E[-1] - ref.e_tot) < 1e-7
assert abs(E[0] - ref_cat.e_tot) < 1e-7

# Frozen orbitals: full functional must follow the line of slope eps_k,
# whichever f the orbitals were optimized for; relaxed E lies below each line.
worst_line = 0.0
for i, s in enumerate(states):
    line = E[i] + slope[i] * (grid - grid[i])
    full = np.array([energy(m, density(s.C, occ_single(f))) for f in grid])
    worst_line = max(worst_line, np.abs(full - line).max())
    assert np.all(E <= line + 1e-8)
assert worst_line < 1e-7

# Coulomb and exchange curvatures cancel for frozen neutral orbitals.
neutral = states[-1]
parts = [energy_parts(m, density(neutral.C, occ_single(f)))
         for f in (0.0, 0.5, 1.0)]
part_curv = (parts[0] - 2 * parts[1] + parts[2]) / 0.25
g_beta = mo_integrals(m, neutral.C[1], neutral.C[1])
J_kk = g_beta[k, k, k, k]
assert abs(part_curv[1] - J_kk) < 1e-8
assert abs(part_curv[2] + J_kk) < 1e-8
E_frozen_cation = parts[0].sum()

# Relaxed curve: concavity, chord, response curvature.
chord = (1 - grid) * E[0] + grid * E[-1]
above = E - chord
assert np.all(above[1:-1] > 0)
assert np.all(E[:-2] - 2 * E[1:-1] + E[2:] < 0)
resp = np.array([response_curvature(m, s, k) for s in states])
curv = resp[:, 0]
assert np.all(curv < 0) and np.all(resp[:, 1] > 0)
assert resp[:, 2].max() < 1e-9          # k does not drive its own rotation
step = 0.01
lo, hi = (relax(m, occ_single(0.5 + d), C0) for d in (-step, step))
fd_slope = (hi.E - lo.E) / (2 * step)
fd_curv_E = (hi.E - 2 * E[5] + lo.E) / step**2
fd_curv_eps = (hi.eps[1][k] - lo.eps[1][k]) / (2 * step)
assert abs(fd_slope - slope[5]) < 5e-5   # finite-step error of order step^2
assert abs(fd_curv_E - curv[5]) < 5e-5
assert abs(fd_curv_eps - curv[5]) < 5e-5
dE = E[-1] - E[0]
int_curv = simpson(curv, x=grid)
int_f_curv = simpson(grid * curv, x=grid)
assert abs(int_curv - (slope[-1] - slope[0])) < 5e-5
assert abs(dE - (slope[-1] - int_f_curv)) < 5e-5
assert slope[0] > dE > slope[-1]

# Transfer of charge between two fractional beta orbitals is concave.
p, d = k - 1, 0.1


def transfer(x):
    occ = occupations(m, [1] * 5, [1] * 3 + [0.5 + x, 0.5 - x])
    return energy(m, density(neutral.C, occ))


transfer_curv = (transfer(d) - 2 * transfer(0) + transfer(-d)) / d**2
JK = np.einsum("ppqq->pq", g_beta) - np.einsum("pqpq->pq", g_beta)
assert abs(transfer_curv + 2 * JK[p, k]) < 1e-7
min_JK = JK[~np.eye(m.n, dtype=bool)].min()
assert min_JK > 0

# Splitting the fraction at N = 9.5 raises the relaxed energy.
split_orb = relax(m, occupations(m, [1] * 5, [1] * 3 + [0.75] * 2), C0)
shared = [relax(m, occupations(m, [1] * 4 + [x], [1] * 4 + [x]), C0)
          for x in (0.5, 0.75)]
assert split_orb.E > E[5] and shared[1].E > E[5]
shared_curv = (shared[0].E - 2 * shared[1].E + E[-1]) / 0.25
froz = [energy(m, density(neutral.C, occupations(
    m, [1] * 4 + [x], [1] * 4 + [x]))) for x in (0.5, 0.75, 1.0)]
froz_shared_curv = (froz[0] - 2 * froz[1] + froz[2]) / 0.25
assert abs(froz_shared_curv - J_kk / 2) < 1e-8

# One electron: no relaxation, so the curve is a straight line.
hyd = make_model(gto.M(atom="H 0 0 0", basis="cc-pvdz", spin=1, verbose=0))
e_core, c_core = eigh(hyd.h, hyd.S)
E_h = [relax(hyd, occupations(hyd, [f], []), [c_core, c_core]).E
       for f in (0.0, 0.5, 1.0)]
hyd_curv = (E_h[0] - 2 * E_h[1] + E_h[2]) / 0.25
assert abs(hyd_curv) < 1e-8 and abs(E_h[1] - 0.5 * e_core[0]) < 1e-9

print(f"O-H length {bond} angstrom, H-O-H angle {angle} degrees")
print(f"cc-pVDZ basis functions: {m.n}")
print("f, E/hartree, eps_k/hartree, E''/hartree, E-chord/hartree")
for row in zip(grid, E, slope, curv, above):
    print("%.1f  %.6f  %.5f  %.5f  %.6f" % row)
print(f"largest deviation from frozen lines: {worst_line:.1e} hartree")
print(f"frozen Coulomb curvature:  {part_curv[1]:.5f} hartree")
print(f"frozen exchange curvature: {part_curv[2]:.5f} hartree")
print(f"self-repulsion J_kk:       {J_kk:.5f} hartree")
print(f"f=0.5 slope, finite difference: {fd_slope:.5f} hartree")
print(f"f=0.5 curvature from energies:  {fd_curv_E:.5f} hartree")
print(f"f=0.5 curvature from eps_k:     {fd_curv_eps:.5f} hartree")
print(f"lowest Hessian eigenvalue, all f: {resp[:, 1].min():.4f} hartree")
print(f"largest self-drive, all f: {resp[:, 2].max():.1e} hartree")
print(f"integral of E'': {int_curv:.5f} hartree")
print(f"eps_k(1)-eps_k(0): {slope[-1] - slope[0]:.5f} hartree")
print(f"integral of f E'': {int_f_curv:.5f} hartree")
print(f"E(10)-E(9): {dE:.5f} hartree = {dE * EV:.3f} eV")
print(f"eps_k at f=0: {slope[0] * EV:.3f} eV")
print(f"eps_k at f=1: {slope[-1] * EV:.3f} eV")
print(f"E above chord at f=0.5: {above[5] * EV:.3f} eV")
print(f"cation energy, frozen neutral orbitals: {E_frozen_cation:.6f} hartree")
print(f"cation relaxation energy: {E_frozen_cation - E[0]:.5f} hartree")
print(f"transfer curvature, two beta orbitals: {transfer_curv:.5f} hartree")
print(f"J-K of these two orbitals: {JK[p, k]:.5f} hartree")
print(f"smallest J-K over all beta pairs: {min_JK:.5f} hartree")
print(f"N=9.5, two beta orbitals share: +{split_orb.E - E[5]:.5f} hartree")
print(f"N=9.5, two spins share:         +{shared[1].E - E[5]:.5f} hartree")
print(f"spin-shared curvature, frozen:  {froz_shared_curv:.5f} hartree")
print(f"spin-shared mean curvature 9-10, relaxed: {shared_curv:.5f} hartree")
print(f"H atom E at f=0.5: {E_h[1]:.6f} hartree")
print(f"H atom E at f=1:   {E_h[2]:.6f} hartree")
print(f"H atom curvature magnitude: {abs(hyd_curv):.1e} hartree")
print("no test failed")
```

Printed output:

```
O-H length 0.96 angstrom, H-O-H angle 104.5 degrees
cc-pVDZ basis functions: 24
f, E/hartree, eps_k/hartree, E''/hartree, E-chord/hartree
0.0  -75.632122  -0.31310  -0.13519  0.000000
0.1  -75.664120  -0.32696  -0.14216  0.007456
0.2  -75.697539  -0.34155  -0.14972  0.013489
0.3  -75.732456  -0.35693  -0.15791  0.018025
0.4  -75.768953  -0.37316  -0.16680  0.020982
0.5  -75.807119  -0.39031  -0.17645  0.022270
0.6  -75.847049  -0.40847  -0.18692  0.021792
0.7  -75.888850  -0.42773  -0.19827  0.019445
0.8  -75.932634  -0.44816  -0.21055  0.015114
0.9  -75.978524  -0.46987  -0.22380  0.008676
1.0  -76.026654  -0.49295  -0.23805  0.000000
largest deviation from frozen lines: 7.0e-10 hartree
frozen Coulomb curvature:  0.76046 hartree
frozen exchange curvature: -0.76046 hartree
self-repulsion J_kk:       0.76046 hartree
f=0.5 slope, finite difference: -0.39031 hartree
f=0.5 curvature from energies:  -0.17645 hartree
f=0.5 curvature from eps_k:     -0.17645 hartree
lowest Hessian eigenvalue, all f: 0.1671 hartree
largest self-drive, all f: 1.0e-16 hartree
integral of E'': -0.17985 hartree
eps_k(1)-eps_k(0): -0.17985 hartree
integral of f E'': -0.09842 hartree
E(10)-E(9): -0.39453 hartree = -10.736 eV
eps_k at f=0: -8.520 eV
eps_k at f=1: -13.414 eV
E above chord at f=0.5: 0.606 eV
cation energy, frozen neutral orbitals: -75.533700 hartree
cation relaxation energy: 0.09842 hartree
transfer curvature, two beta orbitals: -1.24134 hartree
J-K of these two orbitals: 0.62067 hartree
smallest J-K over all beta pairs: 0.21526 hartree
N=9.5, two beta orbitals share: +0.06166 hartree
N=9.5, two spins share:         +0.05309 hartree
spin-shared curvature, frozen:  0.38023 hartree
spin-shared mean curvature 9-10, relaxed: 0.21788 hartree
H atom E at f=0.5: -0.249639 hartree
H atom E at f=1:   -0.499278 hartree
H atom curvature magnitude: 0.0e+00 hartree
no test failed
```
